**Two spinless particles on a three-site ring: fermions against hard-core bosons**

The program tests that two particles with nearest-neighbour hopping energy $t>0$ on a three-site ring have ground energy $-t$ as fermions and $-2t$ as hard-core bosons. It builds both sets of operators on occupation states, asserts their algebra, and compares the Hamiltonian matrices with those obtained from (anti)symmetrized states of two labelled particles. It asserts that the product of the three hopping elements is unchanged by sign changes of the basis states, and that three hops exchanging the particles return $-1$ for fermions and $+1$ for bosons. Ordinary bosons with on-site repulsion $U$ are diagonalized and compared with a closed formula; the output shows their energy rising from $-4t$ at $U=0$ to $-2.008t$ at $U=1000t$. For open chains of three to six sites the program asserts equal spectra, and for two particles on three sites it finds equal site densities but opposite signs of $\langle a_1^\dagger a_3\rangle$. For rings of $L=3$ to 7 sites and every particle number $N$ from 1 to $L$, it asserts the parity rule and the closed forms of the ground energies. For $N=2$ the printed difference between fermions and bosons falls from $1.000t$ at $L=3$ to $0.357t$ at $L=7$.

## Program and output

```python
"""Two spinless particles on a three-site ring, H = -t sum_j (a_j^+ a_{j+1} + h.c.).

Result under test (t > 0): the ground energy is -t for fermions and -2t for
hard-core bosons, although both have at most one particle per site.
Symbols: t hopping energy (the unit of energy), L number of sites, N number
of particles, U on-site repulsion of ordinary bosons, k wave number.
Occupation states are bit strings; |ij> = a_i^+ a_j^+ |0> with i < j.
"""
import itertools
import numpy as np

TOL = 1e-10


def annihilators(L, fermion):
    """Matrices of a_0..a_{L-1} on all 2^L occupation states."""
    ops = []
    for j in range(L):
        a = np.zeros((2**L, 2**L))
        for s in range(2**L):
            if s >> j & 1:
                passed = bin(s & ((1 << j) - 1)).count("1")
                a[s ^ (1 << j), s] = (-1)**passed if fermion else 1
        ops.append(a)
    return ops


def sector(matrix, L, N):
    """Block of a number-conserving operator with N particles."""
    idx = [s for s in range(2**L) if bin(s).count("1") == N]
    return matrix[np.ix_(idx, idx)]


def hamiltonian(ops, t, closing=1.0):
    """Nearest-neighbour hopping; closing scales the bond from last to first."""
    L = len(ops)
    h = np.zeros_like(ops[0])
    for j in range(L):
        amp = -t * (closing if j == L - 1 else 1.0)
        hop = amp * ops[j].T @ ops[(j + 1) % L]
        h += hop + hop.T
    return h


def show(values):
    return " ".join(f"{v + 0.0:8.4f}" for v in np.round(values, 10))


t = 1.0
F, B = annihilators(3, True), annihilators(3, False)
one = np.eye(8)

# Operator algebra, from the matrices themselves
for i, j in itertools.product(range(3), repeat=2):
    assert np.allclose(F[i] @ F[j] + F[j] @ F[i], 0)
    assert np.allclose(F[i] @ F[j].T + F[j].T @ F[i], one * (i == j))
    if i != j:
        assert np.allclose(B[i] @ B[j], B[j] @ B[i])
        assert np.allclose(B[i] @ B[j].T, B[j].T @ B[i])
    else:
        assert np.allclose(B[i] @ B[i], 0)
        assert np.allclose(B[i] @ B[i].T + B[i].T @ B[i], one)

HF = sector(hamiltonian(F, t), 3, 2)
HB = sector(hamiltonian(B, t), 3, 2)
EF, VF = np.linalg.eigh(HF)
EB, VB = np.linalg.eigh(HB)
assert np.allclose(EF, [-t, -t, 2*t], atol=TOL)
assert np.allclose(EB, [-2*t, t, t], atol=TOL)

print("Energies in units of t; basis order |12>, |13>, |23>")
for name, H in (("fermion", HF), ("boson", HB)):
    for row in H:
        print(f"{name} matrix row [t]: {show(row)}")
print(f"fermion spectrum [t]: {show(EF)}")
print(f"hard-core boson spectrum [t]: {show(EB)}")

# Independent road: two labelled particles, then (anti)symmetrized states
h1 = -t * (np.ones((3, 3)) - np.eye(3))
H2 = np.kron(h1, np.eye(3)) + np.kron(np.eye(3), h1)
e = np.eye(3)
pairs = [(0, 1), (0, 2), (1, 2)]


def pair_states(sign):
    return np.array([(np.kron(e[i], e[j]) + sign*np.kron(e[j], e[i]))
                     / np.sqrt(2) for i, j in pairs]).T


anti, sym = pair_states(-1), pair_states(1)
assert np.allclose(anti.T @ H2 @ anti, HF, atol=TOL)
assert np.allclose(sym.T @ H2 @ sym, HB, atol=TOL)
levels = np.linalg.eigvalsh(h1)
assert np.allclose(levels, np.sort(-2*t*np.cos(2*np.pi*np.arange(3)/3)))
assert abs(levels[0] + levels[1] - EF[0]) < TOL
print(f"one-particle levels [t]: {show(levels)}")

# Loop product, its role in the spectrum, and its invariance
loopF = HF[0, 1] * HF[1, 2] * HF[2, 0]
loopB = HB[0, 1] * HB[1, 2] * HB[2, 0]
for H, loop in ((HF, loopF), (HB, loopB)):
    assert np.allclose(np.poly(H), [1, 0, -3*t**2, -2*loop], atol=TOL)
for signs in itertools.product([1, -1], repeat=3):
    D = np.diag(signs)
    G = D @ HF @ D
    assert abs(G[0, 1]*G[1, 2]*G[2, 0] - loopF) < TOL
    assert not np.allclose(G, HB)
print(f"loop product, fermions [t^3]: {loopF:.4f}")
print(f"loop product, bosons [t^3]: {loopB:.4f}")

# Three hops that restore |12> but exchange the two particles
where = {"A": 1, "B": 2}
start = np.zeros(8)
start[3] = 1.0
vF, vB = start.copy(), start.copy()
for old, new in ((2, 3), (1, 2), (3, 1)):
    label = next(p for p in where if where[p] == old)
    assert new not in where.values()
    where[label] = new
    vF = F[new - 1].T @ F[old - 1] @ vF
    vB = B[new - 1].T @ B[old - 1] @ vB
assert where == {"A": 2, "B": 1}
assert np.allclose(vF, -start) and np.allclose(vB, start)
print(f"sign after exchange by three hops, fermions: {vF[3]:.0f}")
print(f"sign after exchange by three hops, bosons: {vB[3]:.0f}")

# Occupation of the k = 0 orbital in the ground states
occ = []
for ops, V in ((F, VF[:, :2]), (B, VB[:, :1])):
    a0 = sum(ops) / np.sqrt(3)
    n0 = V.T @ sector(a0.T @ a0, 3, 2) @ V
    assert np.allclose(n0, n0[0, 0]*np.eye(len(n0)), atol=TOL)
    occ.append(n0[0, 0])
assert np.allclose(occ, [1, 4/3], atol=TOL)
print(f"k=0 occupation, fermions: {occ[0]:.4f}")
print(f"k=0 occupation, hard-core bosons: {occ[1]:.4f}")

# Reversed sign of t interchanges the two ground energies
revF = np.linalg.eigvalsh(sector(hamiltonian(F, -t), 3, 2))[0]
revB = np.linalg.eigvalsh(sector(hamiltonian(B, -t), 3, 2))[0]
assert abs(revF - EB[0]) < TOL and abs(revB - EF[0]) < TOL
print(f"t<0: ground energy, fermions [|t|]: {revF:.4f}")
print(f"t<0: ground energy, hard-core bosons [|t|]: {revB:.4f}")

# Ordinary bosons with repulsion U: full symmetric space of six states
double = np.array([np.kron(e[i], e[i]) for i in range(3)]).T
full = np.hstack([sym, double])
P2 = double @ double.T
previous = -np.inf
for U in (0.0, 1.0, 10.0, 100.0, 1000.0):
    E = np.linalg.eigvalsh(full.T @ (H2 + U*P2) @ full)[0]
    formula = (U - 2*t)/2 - np.sqrt(((U + 2*t)/2)**2 + 8*t**2)
    assert abs(E - formula) < 1e-9
    assert previous < E < -2*t
    previous = E
    print(f"soft bosons, U = {U:6.0f} t: ground energy [t] {E:.4f}")
# the next term of the large-U series is of order t^3/U^2
assert abs((E + 2*t)*U/(-8*t**2) - 1) < 0.01

# Open chain: same spectrum and density, different coherence
for L in range(3, 7):
    hf = hamiltonian(annihilators(L, True), t, 0.0)
    hb = hamiltonian(annihilators(L, False), t, 0.0)
    for N in range(L + 1):
        assert np.allclose(np.linalg.eigvalsh(sector(hf, L, N)),
                           np.linalg.eigvalsh(sector(hb, L, N)), atol=TOL)
coherence, density = [], []
for name, ops in (("fermions", F), ("hard-core bosons", B)):
    w, V = np.linalg.eigh(sector(hamiltonian(ops, t, 0.0), 3, 2))
    g = V[:, 0]
    coherence.append(g @ sector(ops[0].T @ ops[2], 3, 2) @ g)
    density.append([g @ sector(a.T @ a, 3, 2) @ g for a in ops])
    print(f"open chain, {name}: ground energy [t] {w[0]:.4f}")
    print(f"open chain, {name}: site densities {show(density[-1])}")
    print(f"open chain, {name}: <a1+ a3> = {coherence[-1]:.4f}")
assert np.allclose(density[0], density[1], atol=TOL)
assert np.allclose(coherence, [-0.25, 0.25], atol=TOL)

# Larger rings: parity rule and closed forms against diagonalization
for L in range(3, 8):
    fo, bo = annihilators(L, True), annihilators(L, False)
    hf, hb = hamiltonian(fo, t), hamiltonian(bo, t)
    hflip = hamiltonian(fo, t, -1.0)
    for N in range(1, L + 1):
        sf, sb = sector(hf, L, N), sector(hb, L, N)
        ef, eb = np.linalg.eigvalsh(sf)[0], np.linalg.eigvalsh(sb)[0]
        assert np.allclose(sf if N % 2 else sector(hflip, L, N), sb)
        closed = -2*t*np.sin(np.pi*N/L)/np.sin(np.pi/L)
        assert abs(eb - closed) < 1e-9
        assert abs(ef - closed*(1 if N % 2 else np.cos(np.pi/L))) < 1e-9
        if N % 2 == 0:
            gap = 2*t*np.tan(np.pi/(2*L))*np.sin(np.pi*N/L)
            assert abs(ef - eb - gap) < 1e-9
        if N == 2:
            print(f"ring L={L}, N=2 [t]: fermions {ef:.4f}, "
                  f"bosons {eb:.4f}, difference {ef - eb:.4f}")

print("PASS")
```

It prints:

```
Energies in units of t; basis order |12>, |13>, |23>
fermion matrix row [t]:   0.0000  -1.0000   1.0000
fermion matrix row [t]:  -1.0000   0.0000  -1.0000
fermion matrix row [t]:   1.0000  -1.0000   0.0000
boson matrix row [t]:   0.0000  -1.0000  -1.0000
boson matrix row [t]:  -1.0000   0.0000  -1.0000
boson matrix row [t]:  -1.0000  -1.0000   0.0000
fermion spectrum [t]:  -1.0000  -1.0000   2.0000
hard-core boson spectrum [t]:  -2.0000   1.0000   1.0000
one-particle levels [t]:  -2.0000   1.0000   1.0000
loop product, fermions [t^3]: 1.0000
loop product, bosons [t^3]: -1.0000
sign after exchange by three hops, fermions: -1
sign after exchange by three hops, bosons: 1
k=0 occupation, fermions: 1.0000
k=0 occupation, hard-core bosons: 1.3333
t<0: ground energy, fermions [|t|]: -2.0000
t<0: ground energy, hard-core bosons [|t|]: -1.0000
soft bosons, U =      0 t: ground energy [t] -4.0000
soft bosons, U =      1 t: ground energy [t] -3.7016
soft bosons, U =     10 t: ground energy [t] -2.6332
soft bosons, U =    100 t: ground energy [t] -2.0784
soft bosons, U =   1000 t: ground energy [t] -2.0080
open chain, fermions: ground energy [t] -1.4142
open chain, fermions: site densities   0.7500   0.5000   0.7500
open chain, fermions: <a1+ a3> = -0.2500
open chain, hard-core bosons: ground energy [t] -1.4142
open chain, hard-core bosons: site densities   0.7500   0.5000   0.7500
open chain, hard-core bosons: <a1+ a3> = 0.2500
ring L=3, N=2 [t]: fermions -1.0000, bosons -2.0000, difference 1.0000
ring L=4, N=2 [t]: fermions -2.0000, bosons -2.8284, difference 0.8284
ring L=5, N=2 [t]: fermions -2.6180, bosons -3.2361, difference 0.6180
ring L=6, N=2 [t]: fermions -3.0000, bosons -3.4641, difference 0.4641
ring L=7, N=2 [t]: fermions -3.2470, bosons -3.6039, difference 0.3569
PASS
```
